# OCS Stark lobes and the calibration of an electrode spacing

## The problem

OCS gas fills a cell between two parallel plates. A voltage $V$ across the plates, a distance $d$ apart, produces a static field $E=V/d$. The microwave radiation is polarized along this field. The dipole moment of OCS is given as $\mu=0.7152$ D, and the zero-field frequency of the $J=1\to2$ rotational line is taken as $\nu_0=24326$ MHz, an input known to the nearest MHz.

Energies are expressed as frequencies, that is, divided by Planck's constant $h$. The interaction of the dipole with the field then has the size

$$w=\kappa\mu E,\qquad \kappa=\frac1h=0.5034\ \frac{\mathrm{MHz}}{\mathrm{D\,V/cm}} .$$

The calculations below use the less rounded value 0.503412.

(a) Into which components, called Stark lobes, does the line split, and where do they lie at $E=1000$ V/cm?

(b) At $V=500$ V the two lobes are $S=3.33$ MHz apart. What is $d$? This reading is simulated: it was calculated for a chosen spacing and rounded to 0.01 MHz, so the answer can be compared with the truth.

The molecule is treated as a rigid linear rotor in its vibrational ground state. A real sample at room temperature also shows weaker lines from molecules in the excited bending vibration, a few tens of MHz above $\nu_0$. Some of their lobes move almost linearly with the field and can sweep through the region of $\nu_0$ at a few hundred V/cm; they are left out here. The main isotopic species has no nuclear spins, so there is no hyperfine structure. Fringe fields are neglected.

## A tempting solution

Without a field the rotor levels are $BJ(J+1)$. The line joins $2B$ to $6B$, so $\nu_0=4B$ and $B=6081.5$ MHz. The field adds $-w\cos\theta$, where $\theta$ is the angle between dipole and field. This term conserves $M$, the projection of the angular momentum on the field.

The line involves the levels $J=1$ and $J=2$, so it seems natural to consider these two alone. The field couples them, and coupled levels repel. To second order each moves by the squared coupling divided by the gap $4B$. The squared matrix elements of $\cos\theta$ between them are $4/15$ for $M=0$ and $1/5$ for $|M|=1$; both values are correct and are derived below. The lower level goes down and the upper level goes up by the same amount, so the line shifts by

$$M=0:\ 2\cdot\frac{4}{15}\cdot\frac{w^2}{4B}=\frac{2}{15}\frac{w^2}{B},\qquad |M|=1:\ 2\cdot\frac15\cdot\frac{w^2}{4B}=\frac1{10}\frac{w^2}{B}.$$

At 1000 V/cm, $w=360.04$ MHz and $w^2/B=21.315$ MHz. The lobes would lie at $+2.84$ and $+2.13$ MHz, both above the original line. Their separation would be $S=w^2/(30B)$. With $w=\kappa\mu V/d$ and $\kappa\mu V=180.020$ MHz cm, the reading in (b) would give

$$d=\frac{\kappa\mu V}{\sqrt{30BS}}=\frac{180.020}{\sqrt{30\times6081.5\times3.33}}\ \mathrm{cm}=0.231\ \mathrm{cm}.$$

## Where it fails

The quadratic dependence on the field is right, and so are the two matrix elements. The fault is the word "alone". The radiation joins two levels, but the static field couples each of them to every neighbour it can reach. The level $J=1$ lies $4B$ below $J=2$ but only $2B$ above $J=0$. The neglected neighbour is closer than the one that was kept, and it pushes the $M=0$ state of $J=1$ in the opposite direction. Likewise $J=2$ is pushed down by $J=3$, which lies $6B$ above it.

Levels may be left out of a second-order sum if their terms, each a squared coupling divided by a gap, together are small compared with the result of the sum. Whether the radiation connects those levels to anything is irrelevant.

## The matrix elements

Let $x=\cos\theta$. For fixed $M$, the $\theta$-dependent part of a rotor state is

$$\Theta_{JM}(x)=(1-x^2)^{|M|/2}\,p(x),$$

where $p$ is a polynomial of degree $J-|M|$ containing either even or odd powers. States with different $J$ are orthogonal.

Multiplying $\Theta_{JM}$ by $x$ raises the degree of $p$ by one, so the product contains no state above $J+1$. The matrix of $x$ is symmetric, so it contains no state below $J-1$ either. The diagonal element $\langle JM|x|JM\rangle$ is the integral of an odd function and vanishes. Hence there is no first-order shift, and the field connects $J$ with $J\pm1$.

Write $c^2_{J,M}$ for the squared element of $x$ between $J$ and $J+1$. Inserting a complete set of states between the two factors of $x^2=x\cdot x$ gives

$$\langle x^2\rangle_{J,M}=c^2_{J-1,M}+c^2_{J,M},$$

where the first term is absent if $J-1<|M|$, because no such lower state exists. The squared elements therefore follow from simple averages.

For $M=0$, the states $J=0,1,2$ are proportional to $1$, $x$ and $3x^2-1$. Integrating from $-1$ to $1$,

$$\langle x^2\rangle_{0,0}=\frac{2/3}{2}=\frac13,\qquad \langle x^2\rangle_{1,0}=\frac{2/5}{2/3}=\frac35,$$

$$\langle x^2\rangle_{2,0}=\frac{2\left(\frac97-\frac65+\frac13\right)}{2\left(\frac95-2+1\right)}=\frac{88/105}{8/5}=\frac{11}{21}.$$

Subtracting in turn,

$$c^2_{0,0}=\frac13,\qquad c^2_{1,0}=\frac35-\frac13=\frac4{15},\qquad c^2_{2,0}=\frac{11}{21}-\frac4{15}=\frac9{35}.$$

For $|M|=1$, the squares of the states $J=1,2$ are proportional to $1-x^2$ and $x^2(1-x^2)$:

$$\langle x^2\rangle_{1,1}=\frac{4/15}{4/3}=\frac15,\qquad \langle x^2\rangle_{2,1}=\frac{4/35}{4/15}=\frac37,$$

$$c^2_{1,1}=\frac15,\qquad c^2_{2,1}=\frac37-\frac15=\frac8{35}.$$

For $|M|=2$, the square of the state $J=2$ is proportional to $(1-x^2)^2$, so

$$c^2_{2,2}=\langle x^2\rangle_{2,2}=\frac{16/105}{16/15}=\frac17.$$

## The level shifts

States with opposite $M$ have equal energy, but the field does not mix them. Ordinary second-order perturbation theory therefore applies separately for each $M$. The shift of level $n$ is the sum over other levels $k$ of the squared coupling divided by $E_n-E_k$. A neighbour below gives a positive term and pushes up; a neighbour above gives a negative term and pushes down.

For $J=1$ the energy differences are $E_1-E_0=2B$ and $E_1-E_2=-4B$. In units of $w^2/B$,

$$\delta_{1,0}=\frac{1/3}{2}-\frac{4/15}{4}=\frac16-\frac1{15}=\frac1{10},\qquad \delta_{1,1}=-\frac{1/5}{4}=-\frac1{20}.$$

The second expression has one term because $J=0$ has no state with $|M|=1$.

For $J=2$ the energy differences are $E_2-E_1=4B$ and $E_2-E_3=-6B$:

$$\delta_{2,0}=\frac{4/15}{4}-\frac{9/35}{6}=\frac1{15}-\frac3{70}=\frac1{42},$$

$$\delta_{2,1}=\frac{1/5}{4}-\frac{8/35}{6}=\frac1{20}-\frac4{105}=\frac1{84},\qquad \delta_{2,2}=-\frac{1/7}{6}=-\frac1{42}.$$

All five coefficients were tested against diagonalization of the rotor in a weak field, with levels up to $J=10$. There is also a check by hand: for each $J\ge1$ the sum of the shifts over all $M$ vanishes. The probability densities of all $2J+1$ states of one $J$ add up to the same value in every direction, so their averages $\langle x^2\rangle$ add up to $(2J+1)/3$. Applying $\langle x^2\rangle_{J,M}=c^2_{J-1,M}+c^2_{J,M}$ from $J=0$ upward then gives $\sum_M c^2_{J,M}=(J+1)/3$. The gap between $J$ and $J+1$ is $2(J+1)B$, so the total push between two neighbouring levels is $w^2/(6B)$ for every $J$, and the pushes from below and above cancel. For $J=1$ the sum is $\frac1{10}-\frac2{20}=0$, and for $J=2$ it is $\frac1{42}+\frac2{84}-\frac2{42}=0$. The tempting solution fails this check, since it moves all three $J=1$ states down.

The rise of the state $J=1$, $M=0$ has a direct meaning. The Hamiltonian depends on $w$ through $-w\cos\theta$, so the derivative of an energy with respect to $w$ is $-\langle\cos\theta\rangle$. Here

$$\langle\cos\theta\rangle=-\frac{d}{dw}\left(\frac{w^2}{10B}\right)=-\frac{w}{5B}.$$

At 1000 V/cm, $w/B=0.0592$ and the average is about $-0.012$. In this state the dipole points, on average, slightly against the field.

## Answer to (a): the lobes

Radiation polarized along the field also acts through $\cos\theta$, so it leaves $M$ unchanged. The shift of a line is the shift of its upper level minus that of its lower level:

$$\Delta\nu_{M=0}=\left(\frac1{42}-\frac1{10}\right)\frac{w^2}{B}=-\frac{8}{105}\frac{w^2}{B},$$

$$\Delta\nu_{|M|=1}=\left(\frac1{84}+\frac1{20}\right)\frac{w^2}{B}=+\frac{13}{210}\frac{w^2}{B}.$$

There are two lobes, on opposite sides of the zero-field line and at unequal distances, in the ratio $16:13$. At 1000 V/cm,

$$\Delta\nu_{M=0}=-\frac{8}{105}\times21.315\ \mathrm{MHz}=-1.624\ \mathrm{MHz},$$

$$\Delta\nu_{|M|=1}=\frac{13}{210}\times21.315\ \mathrm{MHz}=+1.320\ \mathrm{MHz}.$$

Here is the repair of the $M=0$ lobe, term by term. The two-level value was $+\frac2{15}$. The push of $J=0$ on the lower level subtracts $\frac16$, and the push of $J=3$ on the upper level subtracts $\frac3{70}$:

$$\frac{2}{15}-\frac16-\frac{3}{70}=\frac{28-35-9}{210}=-\frac{8}{105}.$$

The level $J=0$ is responsible for the sign. Without it the result would be $\frac{28-9}{210}=+0.0905$. A diagonalization with $J=0$ removed confirms the lower-level coefficient $-\frac1{15}$ on which this value rests. For $|M|=1$ the missing piece is $J=3$, which reduces $\frac1{10}$ to $\frac1{10}-\frac4{105}=\frac{13}{210}$.

The lobes can be told apart by strength as well as by side. At weak field, and with equal populations of the $M$ states, the strengths are proportional to the squared elements of $\cos\theta$. They are $\frac4{15}$ for $M=0$ and $2\times\frac15=\frac25$ for $M=+1$ and $M=-1$ together. The upper lobe is therefore 1.5 times as strong as the lower one.

## Answer to (b): the spacing

The separation of the lobes is

$$S=\left(\frac{13}{210}+\frac{16}{210}\right)\frac{w^2}{B}=\frac{29}{210}\,\frac{(\kappa\mu V)^2}{B\,d^2}.$$

It does not require the position of the zero-field line to a fraction of a MHz; $\nu_0$ enters through $B$ alone. Solving for the positive root,

$$d=\kappa\mu V\sqrt{\frac{29}{210\,B\,S}}=180.020\sqrt{\frac{29}{210\times6081.5\times3.33}}\ \mathrm{cm}=0.4701\ \mathrm{cm}.$$

The spacing is 4.701 mm, and the field in the cell is about 1064 V/cm. The spacing chosen for the simulation was 0.4700 cm. The two-level formula gave about half of this.

Since $d\propto S^{-1/2}$, a small error in the reading enters with half its relative size and the opposite sign:

$$\frac{\delta d}{d}=-\frac12\frac{\delta S}{S}.$$

Rounding to 0.01 MHz leaves $S$ uncertain by up to 0.005 MHz, which is 0.075 percent of $d$, or a range from 0.4697 to 0.4704 cm. The dipole moment and the voltage enter in full proportion. One unit in the last digit of $\mu$ changes $d$ by $0.0001/0.7152$, about 0.014 percent. An error of 0.5 MHz in $\nu_0$ changes $d$ by about 0.001 percent, which is negligible here.

## If the polarization is turned

Suppose the radiation is polarized perpendicular to the static field. Then $M$ changes by one, and the same level shifts give three lobes:

$$\begin{aligned}
M=0\to\pm1:&\quad \frac1{84}-\frac1{10}=-\frac{37}{420},\\
M=\pm1\to0:&\quad \frac1{42}+\frac1{20}=+\frac{31}{420},\\
M=\pm1\to\pm2:&\quad -\frac1{42}+\frac1{20}=+\frac{11}{420},
\end{aligned}$$

in units of $w^2/B$. At 1000 V/cm they lie at $-1.88$, $+1.57$ and $+0.56$ MHz. The outer two are $\frac{68}{420}w^2/B$ apart, compared with $\frac{58}{420}w^2/B$ for parallel polarization. If their separation were put into the formula for parallel polarization, the spacing would come out too small by the factor $\sqrt{58/68}=0.92$. The formula for $d$ thus belongs to one geometry of the cell.

## How far the formula can be trusted

The second-order result requires $w\ll B$. Diagonalizing the same rotor shows what it leaves out. All lobe positions and separations are in MHz.

| $E$ (V/cm) | $M=0$ | $\lvert M\rvert=1$ | $S$ | $S$, second order |
|---|---|---|---|---|
| 500 | −0.4060 | 0.3299 | 0.7358 | 0.7359 |
| 1000 | −1.6232 | 1.3195 | 2.9427 | 2.9435 |
| 2000 | −6.4834 | 5.2773 | 11.7606 | 11.7741 |

Doubling the field multiplies the second-order separation by four. The remainder in $S$ is $-0.00085$ MHz at 1000 V/cm and grows by a factor of 15.98 when this field is doubled, close to the 16 of a fourth-power law. Odd powers of $E$ cannot occur: reversing the field is equivalent to replacing $\theta$ by $\pi-\theta$, which leaves the energies unchanged.

The true separation of the rotor is slightly smaller than the second-order value at these fields, so the formula returns a spacing that is slightly too large. In the simulated cell this bias is 0.016 percent, below the rounding error. At 2000 V/cm the deficit in $S$ is $0.0135/11.7741$, or 0.11 percent, which means 0.06 percent in $d$. The bias can be reduced by measuring at several voltages, plotting $S/V^2$ against $V^2$, and using the intercept at zero voltage in the formula. This helps only if the readings are precise enough. Dividing by $V^2$ magnifies the reading error at low voltage: with readings rounded to 0.01 MHz, an unweighted fit over 250 to 1000 V gives a worse $d$ than the single reading at 500 V, so the high-voltage points must be given more weight.

A second correction does not disappear in this way. The field also polarizes the molecule, more easily along its axis than across it. If $\Delta\alpha$ is the difference of the two polarizabilities, the part of the energy that depends on orientation is $-\frac12 a\cos^2\theta$, with $a=\Delta\alpha E^2/h$. The averages $\langle x^2\rangle$ found above give its first-order effect on the lobes:

$$M=0:\ -\frac a2\left(\frac{11}{21}-\frac35\right)=+\frac{4a}{105},\qquad |M|=1:\ -\frac a2\left(\frac37-\frac15\right)=-\frac{12a}{105}.$$

The separation changes by $-\frac{16}{105}a$. For a rough polarizability difference of 4 cubic ångström, expressed as a volume, this is about $-0.001$ MHz at 1000 V/cm, or roughly $-0.03$ percent of $S$. Ignoring it makes $d$ too large by roughly 0.02 percent. Because this term is quadratic in $E$, like the main effect, it changes the intercept itself and cannot be recognized by varying the voltage. The simulated reading does not contain it; a real one would.

Finally, the spectrum measures the field and not the metal. If the field varies over the gas, the shifts average as $E^2$ to second order, and the formula applied to the mean lobe positions returns an effective spacing $V/\sqrt{\langle E^2\rangle}$. That is the useful quantity for finding another dipole moment from quadratic shifts in the same cell, provided the gas samples the field in the same way. It need not equal the distance found with a gauge.

The numerical output below lists the main values used here.

## Numbers as computed

```
kappa = 0.503412 MHz/(D V/cm)
mu = 0.7152 D
nu0 = 24326 MHz, B = 6081.5 MHz
level coefficient J=1 |M|=0: 1/10 (w^2/B)
level coefficient J=1 |M|=1: -1/20 (w^2/B)
level coefficient J=2 |M|=0: 1/42 (w^2/B)
level coefficient J=2 |M|=1: 1/84 (w^2/B)
level coefficient J=2 |M|=2: -1/42 (w^2/B)
lobe coefficient M=0: -8/105 (w^2/B)
lobe coefficient |M|=1: 13/210 (w^2/B)
separation coefficient: 29/210 (w^2/B)
J=1 M=0 coefficient without J=0: -0.06667 (w^2/B)
M=0 lobe coefficient without J=0: 0.09048 (w^2/B)
strength M=0: 0.26667, M=+1 and -1: 0.40000
strength ratio |M|=1 to M=0: 1.500
E = 500 V/cm: w = 180.02 MHz, w/B = 0.0296, w^2/B = 5.329 MHz
  formula: M=0 -0.4060, |M|=1 0.3299, S 0.7359 MHz
  diagonalized: M=0 -0.4060, |M|=1 0.3299, S 0.7358 MHz
E = 1000 V/cm: w = 360.04 MHz, w/B = 0.0592, w^2/B = 21.315 MHz
  formula: M=0 -1.6240, |M|=1 1.3195, S 2.9435 MHz
  diagonalized: M=0 -1.6232, |M|=1 1.3195, S 2.9427 MHz
E = 2000 V/cm: w = 720.08 MHz, w/B = 0.1184, w^2/B = 85.261 MHz
  formula: M=0 -6.4961, |M|=1 5.2781, S 11.7741 MHz
  diagonalized: M=0 -6.4834, |M|=1 5.2773, S 11.7606 MHz
S remainder at 1000 V/cm = -0.00085 MHz
remainder growth on doubling 1000 V/cm = 15.98
rough anisotropy volume = 4 cubic angstrom
its effect on S at 1000 V/cm = -0.0010 MHz
relative effect on S = -0.035 percent
cell: V = 500 V, chosen d = 0.4700 cm
simulated S = 3.3302 MHz, read as 3.33 MHz
kappa mu V = 180.020 MHz cm
field from reading = 1063.6 V/cm
recovered d = 0.4701 cm
range from rounding = 0.4697 to 0.4704 cm
relative rounding error of d = 0.075 percent
bias of d from second-order formula = 0.016 percent
```
